# Radial Dirac Equations in a Central Field, Derived Two Ways

An electron bound close to a heavy nucleus moves fast. In the nonrelativistic 1s state of a point charge $Z$ the mean kinetic energy is $Z^2/2$ in Hartree atomic units, so the root-mean-square momentum is $Z$. For $Z=80$ the ratio to the speed of light is $Z/c=0.584$, and the Schrödinger equation is no longer adequate. The Dirac equation replaces it, at the price of four coupled partial differential equations. If the potential is spherical, the angles can be removed and two ordinary differential equations remain. Their signs depend on several conventions, which must be fixed together.

## The problem and its conventions

Hartree atomic units are used, with $c=1/\alpha$ and $\alpha$ the fine-structure constant. The Hamiltonian is
$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V(r),\qquad \boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\quad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},$$
where $\boldsymbol\sigma$ are the Pauli matrices. $V(r)$ is an electrostatic potential energy that multiplies all four components equally; there is no magnetic field. In density functional theory it can be the local effective potential of a spherical, nonmagnetic atom.

Let $H\psi=E\psi$ and measure energy from the rest energy, $\varepsilon=E-c^2$. With upper and lower two-component parts $\phi$ and $\eta$, the two rows read $(c^2+V)\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=E\phi$ and $c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-c^2)\eta=E\eta$, or
$$c\,\boldsymbol\sigma\cdot\mathbf p\,\eta=(\varepsilon-V)\phi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi=(\varepsilon+2c^2-V)\eta. \tag{1}$$

The angular functions are two-component functions $\chi_{\kappa m}$ with total angular momentum $j=|\kappa|-\tfrac12$ and projection $m$, where $\kappa=\pm1,\pm2,\dots$ also encodes the orbital quantum number:
$$l=\kappa\ \ (\kappa>0),\qquad l=-\kappa-1\ \ (\kappa<0).$$
The solution is sought in the form
$$\psi=\frac1r\begin{pmatrix}P(r)\,\chi_{\kappa m}\\ iQ(r)\,\chi_{-\kappa,m}\end{pmatrix}. \tag{2}$$
The lower part carries $-\kappa$, so its orbital number is $l'=\kappa-1$ for $\kappa>0$ and $l'=-\kappa$ for $\kappa<0$:

| $\kappa$ | $j$ | $l$ | $l'$ |
|---|---|---|---|
| $-1$ | 1/2 | 0 | 1 |
| $+1$ | 1/2 | 1 | 0 |
| $-2$ | 3/2 | 1 | 2 |
| $+2$ | 3/2 | 2 | 1 |

State labels such as $p_{1/2}$ use the upper $l$. Everything rests on one identity, for any differentiable $A(r)$ and either sign of $\kappa$:
$$\boldsymbol\sigma\cdot\mathbf p\left[\frac{A}{r}\chi_{\kappa m}\right]=\frac{i}{r}\left(A'+\frac{\kappa}{r}A\right)\chi_{-\kappa,m}. \tag{3}$$

## From the identity to the radial equations

Apply (3) to the upper part with $A=P$. For the lower part replace $\kappa$ by $-\kappa$ and set $A=iQ$; the two factors $i$ give $-1$:
$$\boldsymbol\sigma\cdot\mathbf p\,\phi=\frac ir\left(P'+\frac\kappa rP\right)\chi_{-\kappa,m},\qquad \boldsymbol\sigma\cdot\mathbf p\,\eta=-\frac1r\left(Q'-\frac\kappa rQ\right)\chi_{\kappa m}.$$
Each side of each equation in (1) now has the same angular function. Cancelling it, and the common factor $1/r$ or $i/r$, leaves
$$-c\left(Q'-\frac\kappa rQ\right)=(\varepsilon-V)P,\qquad c\left(P'+\frac\kappa rP\right)=(\varepsilon+2c^2-V)Q,$$
that is,
$$\boxed{\;P'=-\frac\kappa rP+\left[2c+\frac{\varepsilon-V}{c}\right]Q,\qquad Q'=\frac\kappa rQ-\frac{\varepsilon-V}{c}P\;} \tag{4}$$

The coefficients are real, so $P$ and $Q$ can be chosen real. The $\chi_{\kappa m}$ are orthonormal on the sphere, and the factor $1/r^2$ in $|\psi|^2$ cancels the $r^2$ of the volume element. Normalization is therefore $\int_0^\infty(P^2+Q^2)\,dr=1$.

No solution is lost. The $\chi_{\kappa m}$ form a complete set, so any $\psi$ can be written as a sum of terms (2) with its own $P$ and $Q$ for each $\kappa,m$. Inserting the sum in (1) and projecting on each angular function gives (4) separately for every pair $(\kappa,m)$.

It remains to prove (3).

## First derivation: angular momentum algebra

**The angular functions.** Write $a_\pm=l+\tfrac12\pm m$ and use spherical harmonics with the Condon–Shortley phase. Define
$$\chi_{\kappa m}=\frac{1}{\sqrt{2l+1}}\begin{pmatrix}\sqrt{a_+}\,Y_{l,m-1/2}\\ \sqrt{a_-}\,Y_{l,m+1/2}\end{pmatrix}\ (\kappa<0),\qquad \chi_{\kappa m}=\frac{1}{\sqrt{2l+1}}\begin{pmatrix}-\sqrt{a_-}\,Y_{l,m-1/2}\\ \sqrt{a_+}\,Y_{l,m+1/2}\end{pmatrix}\ (\kappa>0).$$
They are normalized because $a_++a_-=2l+1$. For given $l$ and $m$ the two are orthogonal and span both spin components; at $|m|=l+\tfrac12$ there is one state, with $\kappa<0$. This is the completeness used above.

In matrix form
$$\boldsymbol\sigma\cdot\mathbf L=\begin{pmatrix}L_z&L_-\\L_+&-L_z\end{pmatrix},$$
and $L_\pm$ connects the two harmonics with the factor $\sqrt{a_+a_-}$. For $\kappa<0$ the coefficients of the result, apart from $1/\sqrt{2l+1}$, are
$$(m-\tfrac12)\sqrt{a_+}+a_-\sqrt{a_+}=l\sqrt{a_+},\qquad a_+\sqrt{a_-}-(m+\tfrac12)\sqrt{a_-}=l\sqrt{a_-}.$$
For $\kappa>0$ they are
$$-(m-\tfrac12)\sqrt{a_-}+a_+\sqrt{a_-}=(l+1)\sqrt{a_-},\qquad -a_-\sqrt{a_+}-(m+\tfrac12)\sqrt{a_+}=-(l+1)\sqrt{a_+}.$$
The eigenvalues are $l$ and $-(l+1)$. With the definition of $\kappa$, both cases read
$$\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa m}=-(\kappa+1)\chi_{\kappa m}. \tag{5}$$
Since $\mathbf J^2=\mathbf L^2+\boldsymbol\sigma\cdot\mathbf L+\tfrac34$, the eigenvalue $l$ gives $\mathbf J^2=(l+\tfrac12)(l+\tfrac32)$, so $j=l+\tfrac12$. The eigenvalue $-(l+1)$ gives $(l-\tfrac12)(l+\tfrac12)$, so $j=l-\tfrac12$. In both cases $j=|\kappa|-\tfrac12$.

**The momentum operator.** The Pauli product rule is $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$, with operator order kept. Let $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$, so $\sigma_r^2=1$. Then
$$\boldsymbol\sigma\cdot\mathbf p=\sigma_r(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p)=\sigma_r\left[\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)\right]=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right), \tag{6}$$
because $\hat{\mathbf r}\cdot\mathbf p=-i\partial_r$ and $\hat{\mathbf r}\times\mathbf p=\mathbf L/r$.

**The action of $\sigma_r$.** By the product rule and $\mathbf L\cdot\hat{\mathbf r}=\hat{\mathbf r}\cdot\mathbf L=0$,
$$(\boldsymbol\sigma\cdot\mathbf L)\sigma_r+\sigma_r(\boldsymbol\sigma\cdot\mathbf L)=i\boldsymbol\sigma\cdot(\mathbf L\times\hat{\mathbf r}+\hat{\mathbf r}\times\mathbf L).$$
The $i$th component of the bracket is $\epsilon_{ijk}[L_j,\hat r_k]=\epsilon_{ijk}\,i\epsilon_{jkn}\hat r_n=2i\hat r_i$. The right side is thus $-2\sigma_r$, which means that $\sigma_r$ anticommutes with $\boldsymbol\sigma\cdot\mathbf L+1$. By (5) this operator has eigenvalue $-\kappa$ on $\chi_{\kappa m}$, hence $+\kappa$ on $\sigma_r\chi_{\kappa m}$. Also, $\sigma_r$ is a rotational scalar and preserves $m$. For given $m$ just one angular function has that eigenvalue, so $\sigma_r\chi_{\kappa m}=a\,\chi_{-\kappa,m}$.

The constant $a$ does not depend on $m$. Indeed $J_+$ commutes with $\sigma_r$ and turns $\chi_{\kappa m}$ into a positive multiple of $\chi_{\kappa,m+1}$, where the multiple depends on $j$ and $m$ alone. The sign is positive for $\kappa<0$ because no coefficient is negative. For $\kappa>0$ it can be read from the lower component, whose coefficient is positive and which receives a contribution from $L_+$ but none from the spin raising operator.

To find $a$, take $m=\tfrac12$ at the north pole, where $Y_{l\mu}=\delta_{\mu0}\sqrt{(2l+1)/4\pi}$. The upper component of $\chi_{\kappa,1/2}$ is $+\sqrt{|\kappa|/4\pi}$ for $\kappa<0$, since $a_+=l+1=|\kappa|$. It is $-\sqrt{|\kappa|/4\pi}$ for $\kappa>0$, since $a_-=l=\kappa$. There $\sigma_r=\sigma_z$ leaves the upper component unchanged, so $a=-1$:
$$\sigma_r\chi_{\kappa m}=-\chi_{-\kappa,m}. \tag{7}$$

**Result.** Insert (5) in (6):
$$\boldsymbol\sigma\cdot\mathbf p\left[\frac Ar\chi_{\kappa m}\right]=-i\sigma_r\left[\frac{A'}r-\frac A{r^2}+\frac{(\kappa+1)A}{r^2}\right]\chi_{\kappa m}=-\frac ir\left(A'+\frac\kappa rA\right)\sigma_r\chi_{\kappa m}.$$
The derivative of the prefactor $1/r$ has turned $\kappa+1$ into $\kappa$. Equation (7) supplies the last sign and gives (3).

## Second derivation: Cartesian polynomials

The identity can also be found by differentiating polynomials, without $\boldsymbol\sigma\cdot\mathbf L$. Choose $l\ge0$, let $k=l+1$, and define
$$u=\begin{pmatrix}(x+iy)^l\\0\end{pmatrix},\qquad w=(\boldsymbol\sigma\cdot\mathbf r)u=\begin{pmatrix}z(x+iy)^l\\(x+iy)^{l+1}\end{pmatrix}.$$
The function $u$ has projection $l+\tfrac12$ and is annihilated by $J_+$, because both its orbital and its spin projection are maximal. It is therefore the top state of a multiplet with $j=l+\tfrac12=k-\tfrac12$. The scalar $\boldsymbol\sigma\cdot\mathbf r$ commutes with $\mathbf J$, so $w$ is the top state of another multiplet with the same $j$.

All components satisfy Laplace's equation: $(x+iy)^n$ does because $1+i^2=0$, and multiplication by $z$ adds $2\partial_z(x+iy)^l=0$. They are thus solid harmonics whose degree is their orbital number, $l$ for $u$ and $l+1$ for $w$. With a constant $N$ normalizing the first function, set
$$\chi_{-k,j}=N r^{-l}u,\qquad \chi_{k,j}=-N r^{-l-1}w. \tag{8}$$
The second is normalized too, since $\sigma_r^2=1$. Its minus sign is now a definition. It agrees with (7), and $N$ is chosen so that $Nr^{-l}(x+iy)^l=Y_{ll}$.

Now differentiate. In matrix form,
$$\boldsymbol\sigma\cdot\nabla=\begin{pmatrix}\partial_z&\partial_x-i\partial_y\\ \partial_x+i\partial_y&-\partial_z\end{pmatrix}.$$
Since $(\partial_x+i\partial_y)(x+iy)^n=0$ and $(\partial_x-i\partial_y)(x+iy)^n=2n(x+iy)^{n-1}$,
$$\boldsymbol\sigma\cdot\nabla u=0,\qquad \boldsymbol\sigma\cdot\nabla w=\begin{pmatrix}(x+iy)^l+2(l+1)(x+iy)^l\\0\end{pmatrix}=(2k+1)u.$$
For a radial factor, $\boldsymbol\sigma\cdot\nabla F(r)=(F'/r)\,\boldsymbol\sigma\cdot\mathbf r$. With $(\boldsymbol\sigma\cdot\mathbf r)^2=r^2$ the product rule gives
$$\boldsymbol\sigma\cdot\nabla(Fu)=\frac{F'}r w,\qquad \boldsymbol\sigma\cdot\nabla(Gw)=\left[rG'+(2k+1)G\right]u.$$

First take $(A/r)\chi_{-k,j}=Fu$, so $F=NAr^{-k}$ and $F'=Nr^{-k}(A'-kA/r)$. Multiplying by $-i$, since $\mathbf p=-i\nabla$,
$$\boldsymbol\sigma\cdot\mathbf p\left[\frac Ar\chi_{-k,j}\right]=-iNr^{-k-1}\left(A'-\frac krA\right)w=\frac ir\left(A'-\frac krA\right)\chi_{k,j}.$$
This is (3) for $\kappa=-k$.

Next take $(A/r)\chi_{k,j}=Gw$, so $G=-NAr^{-k-1}$. Then
$$rG'+(2k+1)G=-Nr^{-k}\left[A'-\frac{k+1}rA+\frac{2k+1}rA\right]=-Nr^{-k}\left(A'+\frac krA\right).$$
Multiplication by $-i$ and $Nr^{-k}u=\chi_{-k,j}/r$ give $(i/r)(A'+kA/r)\chi_{-k,j}$, which is (3) for $\kappa=+k$.

The states with $m<j$ follow by applying $J_-$ to both sides. It commutes with $\boldsymbol\sigma\cdot\mathbf p$ and with functions of $r$, and it produces the same positive factors on both multiplets. Every $\kappa$ is covered, because $k$ runs over all positive integers.

## What each derivation assumes

Both derivations prove a statement about $\boldsymbol\sigma\cdot\mathbf p$ in which the potential does not occur. The potential enters through (1), where both routes take it to be central and to multiply all four components equally; this fixes the form of (4). Spin matrices as such do not prevent the separation: by (7), a term $i\beta\,\boldsymbol\alpha\cdot\hat{\mathbf r}\,U(r)$ maps the form (2) into itself and changes only the radial equations, whereas a term $\sigma_zB(r)$, which singles out a direction, in general does not. If $V$ depended on angle, $V\chi_{\kappa m}$ would contain other angular functions, and the radial pairs with different $\kappa$ or $m$ would in general couple. Both routes also need the completeness of the angular functions to show that the list of solutions is complete.

They differ in where rotational symmetry is used. The first treats all $m$ together through commutators, and $\kappa$ appears as an eigenvalue. It needs the explicit coupling coefficients to obtain the phase in (7). The second calculates a single $m$ per multiplet, and $\kappa$ appears from the degrees of polynomials. It needs the invariance of $\boldsymbol\sigma\cdot\mathbf p$ under rotations to reach the other $m$, and it adopts the relative phase as a definition.

The phase matters for the form of (4). If $\chi_{-\kappa,m}$ were given the opposite sign, or $-iQ$ were written in (2), both terms that couple $P$ and $Q$ would change sign. Without the factor $i$ they would be imaginary. These changes leave $\psi$ and the energies unaltered. Reversing $\kappa$ in (4) while keeping the table of $l$ values is different: it solves the problem for the other orbital number.

## The nonrelativistic limit

Where $|\varepsilon-V|\ll2c^2$, the first equation in (4) gives $Q\approx(P'+\kappa P/r)/(2c)$. If this holds throughout the region that carries the state, (3) shows that the norm of $Q$ is smaller than that of $P$ by the factor $p_{\rm rms}/(2c)$, with $p_{\rm rms}$ the root-mean-square momentum of the upper part. This compares whole functions, not their values at each radius: at a node of $P$ the function $Q$ does not vanish, and for $\kappa>0$, where $P\propto r^{\kappa+1}$ at small $r$ in this approximation, $Q/P\approx(2\kappa+1)/(2cr)$ grows towards the nucleus. For a point charge this form holds only for $Z/c^2\ll r\ll1/Z$; further in, the ratio levels off at a finite value found below. At $Z=80$ this range closes, and the exact 2p$_{1/2}$ ratio never exceeds about 0.6 of the estimate. Inserting the approximate $Q$ in $-c(Q'-\kappa Q/r)=(\varepsilon-V)P$ gives
$$-\frac12\left[P''+\frac\kappa rP'-\frac\kappa{r^2}P-\frac\kappa rP'-\frac{\kappa^2}{r^2}P\right]=-\frac12P''+\frac{\kappa(\kappa+1)}{2r^2}P=(\varepsilon-V)P.$$
For $\kappa=l$ and for $\kappa=-l-1$ alike, $\kappa(\kappa+1)=l(l+1)$. This is the radial Schrödinger equation, and the two values of $j$ belonging to one $l$ become degenerate. Close to a point nucleus $|V|$ exceeds $2c^2$, so the approximation fails there however small $Z$ is.

## A point charge with $Z=80$

Let $V=-Z/r$. Near the origin put $P=pr^\gamma$, $Q=qr^\gamma$ and keep the $1/r$ terms of (4):
$$(\gamma+\kappa)p=\frac Zc q,\qquad(\gamma-\kappa)q=-\frac Zc p\quad\Rightarrow\quad\gamma=\sqrt{\kappa^2-Z^2/c^2}.$$
The other root, $r^{-\gamma}$, is not normalizable when $\gamma\ge\tfrac12$, as holds here. For $\gamma<\tfrac12$ a further boundary condition is needed, and for $Z>c|\kappa|$ the exponent is imaginary; the point model must then be reconsidered.

Try $P\propto r^\gamma e^{-\lambda r}$ and $Q=qP$ with constant $q$. The $1/r$ terms repeat the relations above with $p=1$. The constant terms give
$$-\lambda=\frac{E+c^2}cq,\qquad \lambda q=\frac{E-c^2}c.$$
A bound state with $-c^2<E<c^2$ needs $\lambda>0$, hence $q<0$. But $q=c(\gamma+\kappa)/Z$ is positive for $\kappa>0$, so this form exists for $\kappa=-k<0$ alone. There $q=-(Z/c)/(\gamma+k)=c(\gamma-k)/Z$, and the product of the two expressions is $q^2=(k-\gamma)/(k+\gamma)$. Eliminating $\lambda$ gives $c^2-E=(E+c^2)q^2$, so
$$E=c^2\frac{1-q^2}{1+q^2}=\frac{c^2\gamma}{k},\qquad \lambda=\frac{c^2-E}{-cq}=\frac{c^2(k-\gamma)(k+\gamma)}{kZ}=\frac Zk.$$

For 1s$_{1/2}$, $\kappa=-1$, the numbers are $\gamma=\sqrt{1-0.5838^2}=0.8119$ and $q=-0.5838/1.8119=-0.3222$. The energy is $\varepsilon=c^2(\gamma-1)=-3532$ hartree, or $-96.1$ keV, against $-3200$ hartree from the Schrödinger equation. The weight of the lower component is $q^2/(1+q^2)=0.094$.

At $r=1/Z=0.0125$ bohr the normalized functions are $P=6.445$ and $Q=-2.076$ bohr$^{-1/2}$, with $2c+(\varepsilon-V)/c=295.0$. In bohr$^{-3/2}$, equation (4) gives
$$P'=515.6-612.6=-97.0,\qquad Q'=166.1-134.9=31.2.$$
Direct differentiation, $(\gamma/r-Z)P$ and $(\gamma/r-Z)Q$, gives the same values.

Numerical integration of (4) between $-5000$ and $-600$ hartree finds two levels for $\kappa=-1$, at $-3532$ and $-905$, but one for $\kappa=+1$, at $-905$. The deep level is absent for $\kappa=+1$: for large $c$ this channel reduces to the Schrödinger equation with $l=1$, whose lowest Coulomb level is $n=2$, at $-Z^2/8=-800$ hartree. The 2s$_{1/2}$ and 2p$_{1/2}$ energies agree to all printed digits in this Coulomb model. The agreement belongs to the point charge. With a Gaussian nuclear charge distribution of the size of a mercury nucleus, 1s rises by 2.0 hartree to $-3530$, and 2s$_{1/2}$ lies 0.3 hartree above 2p$_{1/2}$. Radiative corrections and screening by other electrons are also left out. The 2p$_{3/2}$ level, $\kappa=-2$, lies at $-818$, which is 87.0 hartree (2.37 keV) above 2p$_{1/2}$.

In 2p$_{1/2}$, $P$ has no node and $Q$ has one. The sign of $Q/P$ shows that the two counts must differ by an odd number. At the origin the ratio equals $c(\gamma+\kappa)/Z$, which is positive for $\kappa>0$. As $r\to\infty$ only the constant terms of (4) remain, so $-\lambda=(E+c^2)q/c$ and $\lambda q=(E-c^2)/c$ hold with $q$ the limiting ratio and $\lambda=\sqrt{c^4-E^2}/c$ the decay rate of this state (not $Z/k$); hence $Q/P\to-c\lambda/(E+c^2)<0$. The counts themselves, 0 and 1, come from the numerical solution.

With $c$ multiplied by 100, the 1s energy becomes $-3200.027$ hartree. Expanding $c^2(\gamma-1)$ gives $-Z^2/2-Z^4/(8c^2)$ to this order, and the second term accounts for the remaining 0.027. The two 2p levels then lie within 0.01 hartree of $-800$.

The numerical check also applies the unseparated Cartesian operator to trial spinors with $\kappa=\pm1,\pm2,\pm3$ and every $m$. It differs from the separated form by at most $6\times10^{-10}$ of the largest component.

## Calculated quantities

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 80, Z/c = 0.583788 (dimensionless)
kappa -1: j = 1/2, l upper = 0, l lower = 1
kappa +1: j = 1/2, l upper = 1, l lower = 0
kappa -2: j = 3/2, l upper = 1, l lower = 2
kappa +2: j = 3/2, l upper = 2, l lower = 1
kappa -3: j = 5/2, l upper = 2, l lower = 3
kappa +3: j = 5/2, l upper = 3, l lower = 2
separation test, largest relative error = 6.0e-10
Cartesian eigenstate test, largest rel. error = 1.0e-08
scan window: -5000 to -600 hartree
levels found in window for kappa -1: 2
levels found in window for kappa +1: 1
levels found in window for kappa -2: 1
1s1/2: kappa -1, eps = -3532.1921 hartree
  weight of Q = 0.09405, nodes P, Q = 0, 0
2s1/2: kappa -1, eps = -904.8478 hartree
  weight of Q = 0.02409, nodes P, Q = 1, 1
2p1/2: kappa +1, eps = -904.8478 hartree
  weight of Q = 0.02409, nodes P, Q = 0, 1
2p3/2: kappa -2, eps = -817.8075 hartree
  weight of Q = 0.02177, nodes P, Q = 0, 0
1s1/2 closed form: eps = -3532.1921 hartree
  gamma = 0.811906, Q/P = -0.322196 (dimensionless)
2p3/2 closed form: eps = -817.8075 hartree
  gamma = 1.912901, Q/P = -0.149196 (dimensionless)
1s1/2 with 100 c: eps = -3200.0273 hartree
2p1/2 with 100 c: eps = -800.0085 hartree
2p3/2 with 100 c: eps = -800.0017 hartree
Schroedinger n=1: -3200.0 hartree
Schroedinger n=2: -800.0 hartree
2p3/2 - 2p1/2 splitting = 87.0403 hartree
  the same splitting = 2.3685 keV
1s1/2 energy = -96.116 keV
1s at r = 0.0125 bohr: P = 6.44471, Q = -2.07646 bohr^-1/2
  eps - V = 2867.8079 hartree
  2c + (eps-V)/c = 294.9994 a.u.
  -kappa P/r = 515.577 bohr^-3/2
  (2c+(eps-V)/c) Q = -612.554 bohr^-3/2
  sum = -96.977 bohr^-3/2
  P' from closed form = -96.977 bohr^-3/2
  kappa Q/r = 166.117 bohr^-3/2
  -((eps-V)/c) P = -134.871 bohr^-3/2
  sum = 31.246 bohr^-3/2
  Q' from closed form = 31.246 bohr^-3/2
```
